# Two-dimensional intervalley phonon rates: emission steps and detailed balance

An electron of total energy $E$ in subband $m$ of an inversion layer can pass to subband $n$ in another valley by emitting or absorbing an intervalley phonon of energy $\hbar\omega$. For parabolic subbands and a constant coupling $D$ the golden-rule rates are

$$\Gamma^{\rm em}_{mn}(E)=\frac{\nu_{mn}D^2m_nF_{mn}}{2\rho\omega\hbar^2}\,(N+1)\,\Theta(E-\hbar\omega-E_n),$$

$$\Gamma^{\rm ab}_{mn}(E)=\frac{\nu_{mn}D^2m_nF_{mn}}{2\rho\omega\hbar^2}\,N\,\Theta(E+\hbar\omega-E_n).$$

Here $E_n$ is the edge of the final subband, $m_n$ the in-plane density-of-states mass of one final valley, $\nu_{mn}$ the number of final valleys the phonon can reach, $\rho$ the mass density, $N=1/(e^{\hbar\omega/k_BT}-1)$ the Bose number, $\Theta$ the unit step, and $F_{mn}=\int\zeta_m^2\zeta_n^2\,dz$ the overlap of the two subband densities, an inverse length. Emission switches on in a step at one phonon energy above the edge of the final subband. In equilibrium it is balanced by the reverse absorption, from $n$ at $E-\hbar\omega$ back to $m$ at $E$.

To derive the rates, let $z$ be normal to the interface. The electron has a real, normalized envelope $\zeta_m(z)$ times an in-plane plane wave, normalized on an area $A$. The phonons fill a volume $V=AL_z$ and have one frequency, because an intervalley phonon has a wave vector near a fixed large value, where the dispersion is neglected. The interaction is $D$ times the displacement, so $D$ is an energy per length; it contains the polarization and the overlap of the rapidly varying Bloch functions. The displacement operator is

$$u(\mathbf r)=\sum_{\mathbf q}\sqrt{\frac{\hbar}{2\rho V\omega}}\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right).$$

The prefactor is that of an oscillator of mass $\rho V$. Since $a^\dagger|j\rangle=\sqrt{j+1}\,|j+1\rangle$ and $a|j\rangle=\sqrt j\,|j-1\rangle$, the squared matrix elements, averaged over a thermal population with $\langle j\rangle=N$, carry the factor $B=N+1$ for emission and $B=N$ for absorption.

The in-plane integral of the plane waves vanishes unless crystal momentum is conserved. For given initial and final in-plane states this fixes the in-plane part of $\mathbf q$. The large separation between the valleys enters only as a constant shift of the phonon wave vector, and with constant $D$ and $\omega$ such a shift has no effect. Measuring $q_z$ from the shifted origin, one has

$$|M|^2=\frac{D^2\hbar}{2\rho AL_z\omega}\,B\,|I(q_z)|^2,\qquad I(q_z)=\int\zeta_n(z)\zeta_m(z)e^{iq_zz}\,dz .$$

The confined electron has no definite normal momentum, so the rate contains a sum over $q_z$. The allowed values are $2\pi j/L_z$ with integer $j$, for which $\sum_{q_z}e^{iq_z(z-z')}=L_z\delta(z-z')$ inside the normalization length. Therefore

$$\sum_{q_z}|I(q_z)|^2=\iint\zeta_n(z)\zeta_m(z)\zeta_n(z')\zeta_m(z')\,L_z\delta(z-z')\,dz\,dz'=L_zF_{mn}.$$

Extending the sum to all $q_z$ is justified when the envelopes vary slowly on the scale of the lattice constant, so that $|I|^2$ has most of its weight well inside one Brillouin zone. For envelopes of fixed shape, a narrower layer has a larger $F_{mn}$ and scatters more strongly, because a sharper density couples to a wider range of phonons.

There remains the sum over final in-plane states. Let the final valley have the elliptical energy $E_n+\hbar^2k_x^2/2m_x+\hbar^2k_y^2/2m_y$, and define $m_n=\sqrt{m_xm_y}$. With $k_x=\kappa_x\sqrt{m_x/m_n}$ and $k_y=\kappa_y\sqrt{m_y/m_n}$ the kinetic energy becomes $\hbar^2\kappa^2/2m_n$, and the Jacobian is $\sqrt{m_xm_y}/m_n=1$. If $\epsilon$ is the final energy measured from $E_n$,

$$\sum_{\mathbf k'}\delta\!\left(\epsilon-\frac{\hbar^2\kappa^2}{2m_n}\right)=\frac{A}{(2\pi)^2}\int_0^\infty2\pi\kappa\,d\kappa\;\delta\!\left(\epsilon-\frac{\hbar^2\kappa^2}{2m_n}\right)=\frac{Am_n}{2\pi\hbar^2}\,\Theta(\epsilon),$$

because $\kappa\,d\kappa=(m_n/\hbar^2)\,d(\hbar^2\kappa^2/2m_n)$. There is no factor two for spin, since the interaction conserves it. The golden rule now gives, for one final valley,

$$\Gamma=\frac{2\pi}{\hbar}\cdot\frac{D^2\hbar B}{2\rho AL_z\omega}\cdot L_zF_{mn}\cdot\frac{Am_n}{2\pi\hbar^2}\Theta(\epsilon)=\frac{D^2m_nF_{mn}B}{2\rho\omega\hbar^2}\Theta(\epsilon).$$

The area and the length cancel. Energy conservation sets $\epsilon=E-\hbar\omega-E_n$ for emission and $\epsilon=E+\hbar\omega-E_n$ for absorption, and multiplication by $\nu_{mn}$ gives the stated rates. Final states have been taken as empty.

The step has two ingredients. The density of states of a two-dimensional band is finite at its edge, which gives the jump; parabolicity makes it constant above the edge, which gives the flat plateau. To separate them, replace the dispersion by $\epsilon(1+\alpha\epsilon)=\hbar^2\kappa^2/2m_n$. Then $\kappa\,d\kappa=(m_n/\hbar^2)(1+2\alpha\epsilon)\,d\epsilon$, and the rate gains a factor $1+2\alpha\epsilon$. At $\epsilon=0$ this factor is one: the jump is unchanged, but the plateau becomes a slope.

Where the step appears to the initial electron depends on both subbands. In terms of the initial kinetic energy $K=E-E_m\ge0$, the conditions are

$$K>\hbar\omega+E_n-E_m\ \text{(emission)},\qquad K>E_n-E_m-\hbar\omega\ \text{(absorption)}.$$

The emission step lies at $K=\hbar\omega$ when the two edges coincide, as for transfer between equivalent valleys within the same subband. For a higher final subband it is delayed by the offset. If the final edge lies more than $\hbar\omega$ below the initial one, emission is open from the bottom of the initial subband and no step is seen. Absorption has a threshold of its own when the final edge lies more than $\hbar\omega$ above the initial one.

For detailed balance, count the transitions per area, time and energy. Let subband $m$ have valley degeneracy $g_m$. With both spins it holds $g_mm_m/\pi\hbar^2$ states per area and energy. At occupation $f$, still neglecting the filling of final states, the emission flux from $m$ at $E$ and the reverse absorption flux from $n$ at $E-\hbar\omega$ are

$$R^{\rm em}=\frac{g_mm_m}{\pi\hbar^2}f(E)\,\frac{\nu_{mn}D^2m_nF_{mn}}{2\rho\omega\hbar^2}(N+1),$$

$$R^{\rm ab}=\frac{g_nm_n}{\pi\hbar^2}f(E-\hbar\omega)\,\frac{\nu_{nm}D^2m_mF_{nm}}{2\rho\omega\hbar^2}N.$$

Both processes require $E>E_m$ and $E-\hbar\omega>E_n$, so they share the same thresholds. The masses enter both as the product $m_mm_n$, and $F_{mn}=F_{nm}$ by definition. Finally $g_m\nu_{mn}=g_n\nu_{nm}$, since both sides count the same connected pairs of valleys. Hence

$$\frac{R^{\rm em}}{R^{\rm ab}}=\frac{N+1}{N}\,\frac{f(E)}{f(E-\hbar\omega)}.$$

From the Bose number, $N+1=e^{\hbar\omega/k_BT}/(e^{\hbar\omega/k_BT}-1)$, so $(N+1)/N=e^{\hbar\omega/k_BT}$. For $f\propto e^{-E/k_BT}$ the occupation ratio is $e^{-\hbar\omega/k_BT}$, and the two fluxes are equal. When final states are partly filled, the emission flux gains the factor $1-f(E-\hbar\omega)$ and the absorption flux $1-f(E)$. A Fermi function with chemical potential $\mu$ obeys $f/(1-f)=e^{-(E-\mu)/k_BT}$, so the ratio of the fluxes is again one.

The two processes leaving a single state are a different pair. Where both are open to the same final subband, their rates have the ratio $e^{\hbar\omega/k_BT}$; below the emission step, only absorption can be open. This doesn't disturb equilibrium, because the electrons lifted from low energy are replaced by others that emit from above the step.

The rates also bear on mobility. After the $q_z$ sum, the transition probability depends on neither the direction of the initial wave vector nor that of the final one, each measured from its valley centre. A small current-carrying part of the distribution is odd in the initial wave vector, so its contribution to scattering into any given state sums to zero. For nondegenerate electrons the total out-scattering rate of these processes is therefore also their momentum relaxation rate.

As the layer is widened, the steps must merge into the bulk rate. In a box of width $L$ the envelopes are $\sqrt{2/L}\sin(\pi nz/L)$, and

$$F_{mn}=\frac{1}{L^2}\int_0^L\left(1-\cos\frac{2\pi mz}{L}\right)\left(1-\cos\frac{2\pi nz}{L}\right)dz=\frac1L\left(1+\frac{\delta_{mn}}2\right).$$

Let the energy after emission be $\eta$ above the bottom of the bulk valley, and let $m_z$ be the mass along $z$. The number of open subbands is close to $L\sqrt{2m_z\eta}/\pi\hbar$, so for large $L$ the sum over $n$ tends to

$$\Gamma\to\frac{D^2m_n(N+1)}{2\rho\omega\hbar^2}\,\frac{\sqrt{2m_z\eta}}{\pi\hbar}=\frac{\pi D^2}{\rho\omega}(N+1)\,\frac{m_n\sqrt{2m_z\eta}}{2\pi^2\hbar^3}.$$

The last fraction is the bulk density of states per spin and valley. Its square-root onset is thus the envelope of many small steps. For $L=1000$ nm, $\eta=50$ meV and the silicon masses used below, the explicit sum over 348 steps, for an electron starting in the 200th subband, is 0.9986 of the bulk rate.

The example is an electron layer on (001) silicon near threshold at 300 K, where $k_BT=25.85$ meV. The depletion density is $3.0\times10^{12}$ cm$^{-2}$ and the electron density $5\times10^{11}$ cm$^{-2}$. The potential is a triangular well with an impenetrable wall and an effective field set by the depletion charge plus half the electron charge,

$$\mathcal F=\frac{e(N_{\rm dep}+N_s/2)}{11.7\,\varepsilon_0}=0.503\ \text{MV/cm}.$$

The envelopes are Airy functions, with edges $E_i=|a_i|(\hbar^2/2m_z)^{1/3}(e\mathcal F)^{2/3}$, where $a_i$ are the zeros of $\mathrm{Ai}$. The two valleys with their long axis along $z$ have $m_z=0.916\,m_0$ and in-plane mass $0.19\,m_0$; their lowest subbands, called 0 and 1, lie at 110.3 and 192.9 meV. The other four valleys have $m_z=0.19\,m_0$ and in-plane mass $\sqrt{0.916\times0.19}\,m_0=0.417\,m_0$; their lowest subband, $0'$, lies at 186.4 meV, which is 76.1 meV above subband 0.

Two phonons are kept, with rough typical couplings. A g-type phonon of 62 meV, with $D=1.1\times10^9$ eV/cm, connects opposite valleys on one axis. An f-type phonon of 47 meV, with $D=2\times10^8$ eV/cm, connects valleys on different axes. For g emission within subband 0, $\nu=1$, $F_{00}=0.4446$ nm$^{-1}$ and $N=0.1000$. In SI units $D=1.762\times10^{-8}$ J/m, $m_n=1.731\times10^{-31}$ kg and $\omega=9.42\times10^{13}$ s$^{-1}$, so with $\rho=2330$ kg/m$^3$

$$\Gamma^{\rm em}_{00}=\frac{(1.762\times10^{-8})^2(1.731\times10^{-31})(4.446\times10^8)(1.100)}{2(2330)(9.42\times10^{13})(1.0546\times10^{-34})^2}\ \text{s}^{-1}\approx5.39\times10^{12}\ \text{s}^{-1},$$

or one emission in about 0.19 ps. The step lies at $K=62$ meV. Absorption of the same phonon is open at all $K$, with rate $4.89\times10^{11}$ s$^{-1}$, smaller by $(N+1)/N=11.0$. Counting both phonons and all three subbands, the total rate from subband 0 rises from $8.8\times10^{11}$ s$^{-1}$ at 61 meV to $6.27\times10^{12}$ s$^{-1}$ at 63 meV, a factor of seven.

The f phonon shows the effect of the offset. From 0 to $0'$, with four final valleys, emission begins at $76.1+47=123.1$ meV with rate $1.29\times10^{12}$ s$^{-1}$, and absorption at $76.1-47=29.1$ meV with rate $2.09\times10^{11}$ s$^{-1}$. From $0'$ to 0, with two final valleys, emission is open from the bottom, at $2.93\times10^{11}$ s$^{-1}$.

Detailed balance can be read from these numbers. In two dimensions the Boltzmann fraction of a subband's electrons above kinetic energy $K_0$ is $\int_{K_0}^{\infty}e^{-K/k_BT}dK/k_BT=e^{-K_0/k_BT}$. Above 62 meV it is 0.0909, and $0.0909\times5.386\times10^{12}=4.90\times10^{11}$ s$^{-1}$ agrees with the absorption rate to rounding. For the f phonon, upward transfer by absorption, per electron in subband 0, is $e^{-29.1/25.85}\times2.091\times10^{11}=6.78\times10^{10}$ s$^{-1}$. The population of $0'$ relative to 0 is $(4\times0.417)/(2\times0.19)\times e^{-76.1/25.85}=0.231$, so downward transfer by emission, again per electron in subband 0, is $0.231\times2.933\times10^{11}=6.78\times10^{10}$ s$^{-1}$. A step in one direction is balanced by a process without a step in the other.

Two numerical tests support the result. In the first, the golden-rule sum was carried out state by state in a crystal 2000 nm square and 60 nm high, with final states counted in a 4 meV window. Centred 3 meV below the final edge it gave zero; at 3 meV, 20 meV and higher above the edge it agreed with the formulas within 0.61 %. In the second, the derived rates were put into a master equation for the three subbands on a 1 meV grid reaching 400 meV above edge 0. Its stationary state was the Boltzmann distribution, with a largest relative deviation of $1.2\times10^{-13}$.

In a real transistor the oxide barrier is finite, and among the corrections to the subband offset estimated here this is the largest. With a rough barrier of 3.1 eV, flat in the oxide, and an oxide mass of $0.5\,m_0$, the offset between 0 and $0'$ falls from 76.1 to 60.1 meV. All f thresholds from subband 0 fall by the same 16 meV, and $F_{00'}$ grows by 16 %, while $F_{00}$ hardly changes. First-order estimates with the hard-wall envelopes give a further lowering of 2.6 meV from depletion curvature, for $7\times10^{17}$ acceptors per cm$^3$, and a scale of 4 meV for the electrons' own field. Both are likely to overstate the change, since penetration weakens the first and half the electron charge is already in the effective field. Even if both were subtracted in full, about 54 meV would remain. Emission of the 47 meV phonon from $0'$ would then still have no step, but by a margin of only 7 meV. That margin is not a lower bound. The image potential of the oxide and nonparabolicity of the motion along $z$ each lower the offset by a few meV more, exchange and correlation raise it, and none of these is included here.

Other omissions affect how clearly the g step can be seen. Acoustic scattering within subband 0, with a rough coupling of 12 eV and sound speed of 9 km/s, adds about $5.3\times10^{12}$ s$^{-1}$ on both sides, which reduces the sevenfold rise to less than twofold. The lifetime blurs the threshold: $\hbar$ times the intervalley rate at 63 meV is 4 meV, and acoustic scattering adds to this. With the hard-wall subbands, occupied states at edge 0 block 9 % of the emission there, slightly less with the smaller offset of a finite barrier, and more at higher electron density. A nonparabolicity of 0.5 eV$^{-1}$, applied to the in-plane energy alone as above, raises the rate by 5 % at 50 meV above the edge; in a real subband the confinement energy also raises the in-plane mass, and with it the jump itself. A further f phonon of 59 meV with the same rough coupling as the first would add an emission plateau of $9.6\times10^{11}$ s$^{-1}$ from 0 to $0'$, but only above $76.1+59=135.1$ meV. Near the g step only its absorption matters. It is open above $76.1-59=17.1$ meV with a rate smaller by $e^{-59/25.85}$, about $9.8\times10^{10}$ s$^{-1}$, and it lowers the rise from 7.1 to 6.5. Since the corrected offset lies close to 59 meV, emission of this phonon from $0'$ to 0 may show a step. At 400 K, with the subbands held fixed, g emission grows by 9 % and g absorption doubles. Intervalley phonons of lower energy, which would also weaken the relative rise at the g step, have been left out. Valley splitting, surface roughness, charged impurities and screening have not been estimated, so these rates alone do not give a device mobility. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
T = 300 K, kT = 25.85 meV
masses: long 0.916, trans 0.19, primed in-plane 0.417 m0
mass density 2330 kg/m3, relative permittivity 11.7
N_dep 3.0e+12, N_s 5.0e+11 cm^-2, N_A 7.0e+17 cm^-3
effective field = 0.503 MV/cm
edge 0: 110.3 meV, mean depth 1.46 nm
edge 1: 192.9 meV, mean depth 2.56 nm
edge 0': 186.4 meV, mean depth 2.47 nm
offsets from 0: to 1 82.6, to 0' 76.1 meV
form factor 0-0: 0.4446 1/nm
form factor 0-1: 0.1680 1/nm
form factor 0-0': 0.2558 1/nm
g phonon 62 meV, D 1.1e+09 eV/cm, N 0.1000, (N+1)/N 11.00
f phonon 47 meV, D 2.0e+08 eV/cm, N 0.1938, (N+1)/N 6.16
final valleys: g 0->0 1 , f 0->0' 4 , f 0'->0 2
thresholds in initial kinetic energy, and plateau rates:
g emission 0->0:    62.0 meV, 5.386e+12 1/s
g absorption 0->0:  0 meV, 4.894e+11 1/s
g emission 0->1:    144.6 meV, 2.036e+12 1/s
f emission 0->0':   123.1 meV, 1.288e+12 1/s
f absorption 0->0': 29.1 meV, 2.091e+11 1/s
f emission 0'->0:   open from the bottom, 2.933e+11 1/s
total from 0 at 61 meV 8.835e+11, at 63 meV 6.269e+12 1/s
fraction of subband 0 above 62 meV = 0.0909
largest deviation, golden-rule sum vs formula = 0.61 %
largest deviation, stationary state vs Boltzmann = 1.2e-13
thick well: sum of 348 steps / bulk rate = 0.9986
neglected effects:
oxide mass 0.5 m0, barrier 3.1 eV: edges 106.0, 166.1 meV
  offset 0-0' with penetration = 60.1 meV
  form factor ratio: 0-0 0.999, 0-0' 1.160
depletion curvature lowers offset by 2.6 meV
electrons' own field, size of offset change 3.9 meV
nonparabolicity 0.5 1/eV: rate 50 meV above edge up 5 %
step broadening hbar*rate at 63 meV = 4.13 meV
Pauli blocking at edge 0: occupation = 0.090
further f phonon 59 meV, D 2.0e+08 eV/cm: emission 9.572e+11 1/s
acoustic (12 eV, 9 km/s) within 0: 5.323e+12 1/s
400 K / 300 K, g mode: emission 1.089, absorption 1.984
```
